\section*{Casida Oscillator Strengths and the Conserved Kohn-Sham Sum, part 2}

A weak field along $x$ drives $N$ electrons (charge $-e$, mass $m$) out of a stable ground state. The induced Hartree and exchange-correlation potential, described by the kernel $f_{\rm Hxc}$, couples the Kohn-Sham transitions. How does this redistribute their oscillator strength, and when is the total conserved? "Bare" means without the kernel, "Casida" with it. The kernel is real, symmetric and, unless stated otherwise, memory-free, that is, independent of frequency.

The Kohn-Sham Hamiltonian $h=p^2/2m+v_s$ has a local potential $v_s$, real orbitals $\phi_i$ and energies $\varepsilon_i$. Orbitals $i,j$ are occupied and $a$ is empty; $\hbar\omega_q=\varepsilon_a-\varepsilon_i>0$, $x_q=\langle a|x|i\rangle$, $\Phi_q=\phi_i\phi_a$. Here $\tau=(\mathbf r,\sigma)$ is position and spin, integrals over $\tau$ include the spin sum, and $n$ is the density. Its change is $\delta n=\sum_q\Phi_qp_q$, and
$$K_{qq'}=\iint\Phi_q(\tau)f_{\rm Hxc}(\tau,\tau')\Phi_{q'}(\tau')\,d\tau\,d\tau'.$$
The amplitude $c_q$ of $\phi_a$ in the perturbed orbital $i$ obeys, without the kernel, $i\hbar\dot c_q=\hbar\omega_qc_q+v_q$, where $v_q$ is the matrix element of the applied potential energy.

With $\Omega$, $\mathbf b$, $\mathbf F_I$, $\omega_I$ and $f_I$ as defined below, the polarizability along $x$ is
\begin{equation}
\alpha(\omega)=\frac{2e^2}{\hbar}\,\mathbf b^T(\Omega-\omega^2)^{-1}\mathbf b
=\frac{2e^2}{\hbar}\sum_I\frac{(\mathbf b^T\mathbf F_I)^2}{\omega_I^2-\omega^2}.
\label{eq:alpha}
\end{equation}
Its Lorentz form is
\begin{equation}
\alpha(\omega)=\frac{e^2}{m}\sum_I\frac{f_I}{\omega_I^2-\omega^2}.
\label{eq:lorentz}
\end{equation}
The bare strengths are $f_q^{\rm KS}=2m\omega_qx_q^2/\hbar$. In any finite basis $\sum_If_I=\sum_qf_q^{\rm KS}$; in a complete basis both equal $N$.

A kick, the potential energy $-\hbar kx\,\delta(t)$, gives every electron momentum $\hbar k$. The displacement summed over electrons, $X=\sum_qx_qp_q$, is then
\begin{equation}
X(t)=2k\sum_I(\mathbf b^T\mathbf F_I)^2\frac{\sin\omega_It}{\omega_I}
=\frac{\hbar k}{m}\sum_If_I\frac{\sin\omega_It}{\omega_I}.
\label{eq:kick}
\end{equation}

The example called "the two transitions above" has gaps $\hbar\omega_q$ of 8 and 12 eV, $x_1=0.05$ nm, $x_2=0.04$ nm, $K_{11}=1.0$, $K_{12}=0.8$ and $K_{22}=1.5$ eV. With $2m/\hbar^2=26.25$ eV$^{-1}$nm$^{-2}$, its total strength is 1.029.

\section{How the strength moves, and when the sum fails}

The symbols carry over as follows. A transition $q=(i\to a)$ has Kohn-Sham frequency $\omega_q$, position element $x_q$, orbital product $\Phi_q$ and amplitude $p_q$ in the density. The kernel $f_{\rm Hxc}$ has matrix elements $K_{qq'}$. With $b_q=\sqrt{\omega_q}\,x_q$, the Casida matrix $\Omega_{qq'}=\omega_q^2\delta_{qq'}+(2/\hbar)\sqrt{\omega_q\omega_{q'}}K_{qq'}$ has orthonormal eigenvectors $\mathbf F_I$ and eigenvalues $\omega_I^2$. The strengths are $f_I=(2m/\hbar)(\mathbf b^T\mathbf F_I)^2$, and their sum $(2m/\hbar)\mathbf b^T\mathbf b$ does not depend on $K$.

The first moment of the strength in $\omega^2$ does depend on $K$. Since $\sum_I\omega_I^2\mathbf F_I\mathbf F_I^T=\Omega$,
\begin{equation}
\sum_If_I\omega_I^2=\frac{2m}{\hbar}\mathbf b^T\Omega\mathbf b
=\sum_qf_q^{\rm KS}\omega_q^2+\frac{4m}{\hbar^2}\sum_{qq'}x_q\omega_qK_{qq'}\omega_{q'}x_{q'} .
\label{eq:moment}
\end{equation}
For the two transitions above, $\hbar\omega_qx_q$ is 0.40 and 0.48 eV\,nm. The last term, times $\hbar^2$, is $2(26.25)[0.40^2(1.0)+2(0.40)(0.48)(0.8)+0.48^2(1.5)]=42.7$ eV$^2$. The total strength is fixed, so its mean squared energy rises by $42.7/1.029=41.5$ eV$^2$.

In a complete basis this shift depends on the density and the kernel alone. From $[h,x]=-(\hbar^2/m)\partial_x$ we have $\omega_qx_q=-(\hbar/m)\langle a|\partial_x|i\rangle$. In the sum $\sum_q\omega_qx_q\Phi_q$ we may let $a$ run over all orbitals, because $\langle j|\partial_x|i\rangle$ is antisymmetric and $\phi_i\phi_j$ symmetric, so occupied pairs cancel. Completeness then gives
\begin{equation}
\sum_q\omega_qx_q\Phi_q=-\frac{\hbar}{m}\sum_i\phi_i\partial_x\phi_i=-\frac{\hbar}{2m}\partial_xn .
\label{eq:gradient}
\end{equation}
Inserted in equation \eqref{eq:moment}, this turns the kernel term into
\begin{equation}
\frac1m\iint\partial_xn(\tau)\,f_{\rm Hxc}(\tau,\tau')\,\partial_{x'}n(\tau')\,d\tau\,d\tau' .
\end{equation}
The gradient $\partial_xn$ is the density change made by a rigid displacement, apart from its sign and size. The shift is the kernel's quadratic form evaluated on this density change. It is not an energy cost, since a rigid displacement leaves the Hartree and exchange-correlation energies unchanged. If $f_{\rm Hxc}$ is the derivative of the potential $v_{\rm Hxc}$, that potential moves with the density, so $\int f_{\rm Hxc}\,\partial_{x'}n\,d\tau'=\partial_xv_{\rm Hxc}$, and integration by parts turns the term into $-\frac1m\int n\,\partial_x^2v_{\rm Hxc}\,d\tau$. The Coulomb repulsion has a positive Fourier transform, so its part of the shift is positive.

A harmonic well shows how strong the effect can be. Let the potential be $v_s=v_{\rm ext}+v_{\rm H}$, where $v_{\rm H}$ comes from a repulsion that depends on distance alone, and keep only the Hartree kernel. Shifting the density shifts $v_{\rm H}$ with it, so $\int f_{\rm H}\,\partial_{x'}n\,d\tau'=\partial_xv_{\rm H}$. Equation \eqref{eq:gradient} then gives $\sum_{q'}K_{qq'}\omega_{q'}x_{q'}=-(\hbar/2m)\langle a|\partial_xv_{\rm H}|i\rangle$. Moreover, $[h,\partial_x]=-\partial_xv_s$ implies $\hbar\omega_q\langle a|\partial_x|i\rangle=-\langle a|\partial_xv_s|i\rangle$, hence $\omega_q^2x_q=\langle a|\partial_xv_s|i\rangle/m$. Together,
\begin{equation}
(\Omega\mathbf b)_q=\sqrt{\omega_q}\left(\omega_q^2x_q+\frac2\hbar\sum_{q'}K_{qq'}\omega_{q'}x_{q'}\right)
=\frac{\sqrt{\omega_q}}{m}\langle a|\partial_xv_{\rm ext}|i\rangle .
\label{eq:force}
\end{equation}
The internal forces have cancelled. If $v_{\rm ext}=m\omega_0^2x^2/2$, the right side is $\omega_0^2b_q$, so $\mathbf b$ itself is an eigenvector. All the strength $N$ then lies at $\omega_0$, whatever the Kohn-Sham gaps are.

The numerical example has four electrons in one dimension, $\hbar\omega_0=10$ eV, and the repulsion $e^2/[4\pi\varepsilon_0\sqrt{(x-x')^2+s^2}]$ with $s=0.1$ nm. The strongest bare transition lies at 7.146 eV with strength 3.992, and another at 23.13 eV has 0.007. The Hartree kernel gathers the whole strength, 4.000, at 10.000 eV. The bare gap is low because the static Hartree potential flattens the bottom of the well; when this potential stays behind a moving density it pushes the density further out, and by equation \eqref{eq:force} the kernel cancels that force.

When the external potential is multiplied by $1+x^2/\ell^2$ with $\ell=0.5$ nm, the motion is no longer rigid. The main line moves from 8.226 eV with strength 3.979 to 11.084 eV with strength 3.994, leaving 0.006 for all other lines. The sum remains 4.000, while the root-mean-square energy, weighted by strength, rises from 8.431 to 11.128 eV.

In this well the program also integrates the nonlinear time-dependent equations after a small kick. The displacement agrees with equation \eqref{eq:kick} to a few parts in $10^6$ of its largest value, both with the Hartree potential following the density (Casida strengths) and with it frozen (bare strengths). Expanding the sine shows when the kernel enters:
\begin{equation}
\frac{X(t)}{(\hbar k/m)t\sum_If_I}=1-\frac{t^2}{6}\,\frac{\sum_If_I\omega_I^2}{\sum_If_I}+\dots
\end{equation}
At 0.0097 fs the ratio is 0.9956 with the responding potential and 0.9974 with the frozen one. At 0.097 fs the values are 0.611 and 0.769. The motions start with the same velocity and separate as the induced potential builds up.

For a closed-shell molecule the spin sum can be done once and for all. Each spatial transition occurs for spin up and spin down with the same $\omega_q$ and $x_q$. The normalized symmetric combination, which is the singlet, has moment $(x_q+x_q)/\sqrt2=\sqrt2\,x_q$; the antisymmetric one has zero moment. The singlet coupling is the sum of the equal-spin and opposite-spin couplings. The Coulomb repulsion $w$ enters each of them, which gives $2w$. For exchange and correlation, a spin-independent change has $\delta n_\uparrow=\delta n_\downarrow=\delta n/2$, so the derivative of the potential with respect to the total density is $f_{\rm xc}=(f_{\rm xc}^{\uparrow\uparrow}+f_{\rm xc}^{\uparrow\downarrow})/2$. Thus
\begin{equation}
K^{\rm singlet}_{qq'}=2\iint\Phi_q(\mathbf r)\,[w(\mathbf r,\mathbf r')+f_{\rm xc}(\mathbf r,\mathbf r')]\,\Phi_{q'}(\mathbf r')\,d^3r\,d^3r',
\end{equation}
now with spatial orbitals.

Water serves as a real case, with bond length 0.96 \AA, angle $104.5^\circ$, the local density approximation (Slater exchange and VWN correlation) and the aug-cc-pVDZ basis. There are 180 spatial transitions. The strengths below are averages over the three directions.
\begin{center}
\begin{tabular}{lcc}
Energy window (eV) & Bare & Casida\\
0--15 & 1.258 & 0.784\\
15--30 & 2.411 & 1.907\\
30--100 & 3.650 & 4.049\\
above 100 & 0.883 & 1.462\\
Total & 8.202 & 8.202
\end{tabular}
\end{center}
The two lower windows lose $0.474+0.504=0.978$, and the two upper ones gain $0.399+0.579=0.978$. The lowest line with strength above 0.01 hardly changes, from 6.449 eV and 0.0524 to 6.540 eV and 0.0526. The second such line goes from 8.492 eV and 0.119 to 8.637 eV and 0.084; it lies above the ionization threshold of this approximation, 7.4 eV. These digits belong to the basis: in aug-cc-pVTZ the first line goes from 6.481 eV and 0.0493 to 6.567 eV and 0.0495, and the second from 8.495 eV and 0.115 to 8.634 eV and 0.079. The common total falls short of ten electrons by 1.80, which is the incompleteness of the basis; in aug-cc-pVTZ the total is 9.05, and the window from 15 to 30 eV goes from 3.53 to 3.33. The same basis replaces the ionization continuum by discrete states, so the table describes this finite matrix and is not a measured or converged absorption spectrum.

In this finite matrix the kernel shifts $\sum_If_I(\hbar\omega_I)^2$ by about $+7920$ eV$^2$. The Hartree part contributes $+10030$ and the exchange-correlation part $-2110$ eV$^2$, so the two oppose each other. The signs carry over to a complete basis, but the sizes do not. Equation \eqref{eq:gradient} needs empty orbitals that can build the gradient of the density, which is steepest in the oxygen core, and this basis represents it poorly. In a complete basis the Hartree part, averaged over directions, is $(\hbar^2e^2/3\varepsilon_0m)\int n^2\,d^3r$, about $2.5\times10^5$ eV$^2$ for this density, and the total shift is about $1.4\times10^5$ eV$^2$. The static polarizability weights the spectrum the other way, with $1/\omega_I^2$. Along the symmetry axis it falls from the bare value 2.250 to 1.610, in units of $10^{-40}$ C$^2$m$^2$/J. Self-consistent ground-state calculations in a small static field, which use no Casida matrix, also give 1.610. This tests the kernel and the strengths together; it does not test the accuracy of the local density approximation or of the basis. In aug-cc-pVTZ the two values are 2.351 and 1.695, about 5\% higher.

Freedom from memory is sufficient for the conserved sum but not necessary. Let $K$, and with it $\Omega$, depend on $u=\omega^2$, and suppose that the polarizability is still a sum of simple poles of the Lorentz form. At high frequency that form gives $-\omega^2\alpha\to(e^2/m)\sum_Jf_J$, where $J$ runs over all poles. In a finite basis, if $K(\omega)/\omega^2\to0$, the matrix $\Omega-\omega^2$ is dominated by $-\omega^2$, and the same limit is $(2e^2/\hbar)\mathbf b^T\mathbf b$. The bare sum therefore survives. The individual strengths need a new normalization. Let $\lambda(u)$ be a nondegenerate eigenvalue of $\Omega(u)$ with unit eigenvector $\mathbf F$, and let $\lambda(u_J)=u_J$. Close to the pole, $\lambda(u)-u\approx(1-\lambda')(u_J-u)$, so
\begin{equation}
f_J=\frac{2m}{\hbar}\,\frac{(\mathbf b^T\mathbf F)^2}{1-\lambda'(u_J)},\qquad \lambda'=\mathbf F^T\frac{d\Omega}{du}\mathbf F .
\end{equation}

As an example, take one transition of bare strength 1 and replace its squared energy by $100+400/(u-144)$, with $u=(\hbar\omega)^2$ in eV$^2$. The memory produces two lines, at 9.606 and 12.318 eV. For the first, $u-144=-51.73$, $\lambda'=-400/51.73^2=-0.149$, and the strength is $1/1.149=0.870$. The second has 0.130, and the sum is 1. Without the denominator each line would count 1 and the total would be 2. If instead the squared energy grows as $100+0.2u$, the condition on $K$ is violated, and the total becomes $1/(1-0.2)=1.25$.

Two changes to the equations also break the equality with the bare sum. Both are seen from the amplitudes $c_q$ of the empty orbitals. With a local kernel, $p_q=c_q+c_q^*$, so each amplitude is driven by $\sum_{q'}K_{qq'}(c_{q'}+c_{q'}^*)$. The Tamm-Dancoff approximation drops $c_{q'}^*$. The excitation energies are then eigenvalues of $A_{qq'}=\hbar\omega_q\delta_{qq'}+K_{qq'}$, with orthonormal eigenvectors $\mathbf X_I$ and moments $\mathbf x^T\mathbf X_I$, where $\mathbf x$ collects the $x_q$. Completeness gives
\begin{equation}
\sum_If_I^{\rm TDA}=\frac{2m}{\hbar^2}\mathbf x^TA\,\mathbf x=\sum_qf_q^{\rm KS}+\frac{2m}{\hbar^2}\mathbf x^TK\mathbf x .
\end{equation}
For water this is 10.18 instead of 8.20 (in aug-cc-pVTZ, 11.15 instead of 9.05). Its nearness to ten is no sign that the sum rule is obeyed: in a complete basis the first term alone would be ten, and the second would still be added.

The other change is nonlocal exchange, as in time-dependent Hartree-Fock theory. The amplitude equation is then $i\hbar\dot{\mathbf c}=A\mathbf c+B\mathbf c^*+\mathbf v$ with real symmetric matrices $A$ and $B$. For $\mathbf c=\mathbf r+i\mathbf s$ its imaginary part is $\hbar\dot{\mathbf r}=(A-B)\mathbf s$. The kick sets $\mathbf s=k\mathbf x$ and leaves $\mathbf r=0$. The initial velocity $2\mathbf x^T\dot{\mathbf r}=(2k/\hbar)\mathbf x^T(A-B)\mathbf x$ must equal $(\hbar k/m)\sum_If_I$, so
\begin{equation}
\sum_If_I=\frac{2m}{\hbar^2}\,\mathbf x^T(A-B)\,\mathbf x .
\end{equation}
A local kernel contributes equally to $A$ and $B$, which leaves $A-B$ diagonal with elements $\hbar\omega_q$ and returns the bare sum. Nonlocal exchange depends on the density matrix $\gamma(\tau,\tau')=\sum_i\phi_i(\tau)\phi_i^*(\tau')$. The kick changes its phase at once, before the density has changed, and exchange responds to that phase.

In water the bare Hartree-Fock orbital sum is 12.16, and the time-dependent sum is 8.20; in aug-cc-pVTZ they are 13.11 and 9.03. The number of electrons still governs the second value in a complete basis. The exchange operator has the kernel $-w(\mathbf r,\mathbf r')\gamma(\tau,\tau')$, and its contribution to the velocity of $X$ is proportional to $\iint(x-x')\,w\,|\gamma|^2\,d\tau\,d\tau'$. This vanishes because the integrand changes sign when $\tau$ and $\tau'$ are exchanged. The velocity after the kick is then $N\hbar k/m$, and the strengths add up to $N$. For a local, memory-free kernel the bare and interacting sums agree in every finite basis; with nonlocal exchange it is the interacting sum that tends to $N$.

\section*{Calculated quantities}
\begin{verbatim}
TWO TRANSITIONS: gaps 8, 12 from input (eV): [ 8. 12.]
positions (nm): [0.05 0.04]  K11, K12, K22 (eV): 1.0 0.8 1.5
hbar^2 Omega 11, 12, 22 (eV^2): 80.0000 15.6767 180.0000
state 1: energy 8.8091 eV, F = (0.9885, -0.1513), f = 0.3706
state 2: energy 13.5056 eV, F = (0.1513, 0.9885), f = 0.6583
bare f: 0.5249 0.5039; bare sum 1.0289; Casida sum 1.0289
DYNAMIC KERNEL: D(u)=A+C/(u-B); A,B (eV^2), C (eV^4): 100.0 144.0 400.0
pole energies (eV): 9.6056 12.3180; strengths: 0.8700 0.1300; sum 1.0000
D(u)=A+b*u with b=0.2: total strength 1.2500 (bare 1)
WELL: hbar w0 10.0 eV, softening 0.1 nm, quartic length 0.5 nm, 4 electrons
harmonic, bare: 7.1465 eV f 3.99171; 23.1257 eV f 0.00691; sum 4.00000
harmonic, Casida strongest: 10.0000 eV f 4.00000; remaining f 0.00000; sum 4.00000
harmonic, rms energy weighted by f: bare 7.2165 eV, Casida 10.0000 eV
anharmonic, bare: 8.2262 eV f 3.97921; 27.3816 eV f 0.01554; sum 4.00000
anharmonic, Casida strongest: 11.0844 eV f 3.99405; remaining f 0.00595; sum 4.00000
anharmonic, rms energy weighted by f: bare 8.4311 eV, Casida 11.1279 eV
anharmonic kick, responding potential: largest relative deviation 2.2e-06
anharmonic kick, frozen potential: largest relative deviation 2.8e-06
t = 0.0097 fs: displacement/free motion, responding 0.99555, frozen 0.99744
t = 0.0968 fs: displacement/free motion, responding 0.61148, frozen 0.76858
WATER: bond 0.96 angstrom, angle 104.5 deg, 10 electrons, 180 transitions
bare KS lowest with f > 0.01 (eV: f): 6.449: 0.0524; 8.492: 0.1194; 9.980: 0.0293; 11.915: 0.0156
Casida lowest with f > 0.01 (eV: f): 6.540: 0.0526; 8.637: 0.0839; 10.000: 0.0118; 12.536: 0.0887
f between 0 and 15 eV: bare 1.2581, Casida 0.7836
f between 15 and 30 eV: bare 2.4106, Casida 1.9071
f between 30 and 100 eV: bare 3.6503, Casida 4.0491
f between 100 and inf eV: bare 0.8833, Casida 1.4624
f sum: bare 8.20229744, Casida 8.20229744
alpha_zz (1e-40 C^2 m^2/J): bare 2.2497, Casida 1.6095, finite field 1.6095
shift of sum f E^2 (eV^2): Hartree 10029.45, xc -2113.15, total 7916.29
Tamm-Dancoff LDA f sum: 10.1819
Hartree-Fock: bare orbital f sum 12.1643, time-dependent f sum 8.2025
\end{verbatim}
